# Pairing energy of hydrogen on silicon dimers from a two-site Hubbard model

## 1. A case that can be seen through

On the reconstructed Si(100) surface, neighbouring silicon atoms bind in pairs called dimers. Each atom of a dimer has one orbital left over, a dangling orbital, holding one electron. A hydrogen atom can bind there and use that electron in a Si-H bond.

Take two dimers, each carrying one hydrogen atom. Each has one dangling orbital left, of energy $\varepsilon$, so the two unpaired electrons have energy $2\varepsilon$. Now move one hydrogen atom across, so that one dimer is bare and the other carries two. The number of Si-H bonds is unchanged, but the two dangling orbitals are now neighbours. If an electron can hop between them with amplitude $-t$, $t>0$, they form a bonding orbital at $\varepsilon-t$ and an antibonding one at $\varepsilon+t$. Without repulsion both electrons enter the bonding orbital, with energy $2\varepsilon-2t$. The conversion gains $2t$.

Repulsion between electrons on the same atom reduces this gain, because two electrons in a bonding orbital are found half of the time on the same atom. The two-site Hubbard model treats this competition.

## 2. Model and energy balance

The conversion is

$$2\,(\text{one-H dimer})\;\to\;\text{bare dimer}+\text{two-H dimer}.$$

The energy gain $\Delta$ is the initial energy minus the final energy, positive when pairing of hydrogen is favoured. The assumptions are:

- every dimer is neutral, and different dimers do not interact;
- each Si-H bond contributes the same energy $B$ and removes one dangling orbital from the problem;
- the bare dimer is symmetric, and its atoms do not move.

The bare dimer has the Hamiltonian

$$H=\varepsilon(n_1+n_2)-t\sum_\sigma\left(c^\dagger_{1\sigma}c_{2\sigma}+c^\dagger_{2\sigma}c_{1\sigma}\right)+U\sum_i n_{i\uparrow}n_{i\downarrow}+V(n_1-1)(n_2-1).$$

Here $U$ is the repulsion of two electrons in one orbital. The last term is the interaction of the net atomic charges $-e(n_i-1)$, so the positive cores are included. A silicon atom in a Si-H bond counts as neutral, and $V$ does not act in the hydrogenated dimers.

Each one-H dimer has energy $\varepsilon+B$, and the two-H dimer has $2B$. With $E_0$ the ground energy of the bare dimer,

$$\Delta=2(\varepsilon+B)-(E_0+2B)=2\varepsilon-E_0 .$$

The bond energy cancels. What remains is the energy by which two dangling electrons are stabilized when they share a dimer.

## 3. The states of the bare dimer

Two electrons in two orbitals have six states. With opposite spins there are four, written with the up-spin operator on the left:

$$|I_1\rangle=c^\dagger_{1\uparrow}c^\dagger_{1\downarrow}|0\rangle,\quad |I_2\rangle=c^\dagger_{2\uparrow}c^\dagger_{2\downarrow}|0\rangle,$$

$$|A\rangle=c^\dagger_{1\uparrow}c^\dagger_{2\downarrow}|0\rangle,\quad |B\rangle=c^\dagger_{2\uparrow}c^\dagger_{1\downarrow}|0\rangle .$$

Measure energies from $2\varepsilon$. In $|A\rangle$ and $|B\rangle$ each atom has one electron, so both repulsion terms vanish. In the ionic states the first costs $U$ and the second gives $V(2-1)(0-1)=-V$. Their energy is therefore

$$W=U-V .$$

Only this difference enters the neutral dimer.

A hop changes the site label of one operator and leaves the operator order intact, so no extra sign arises. From $|A\rangle$, moving the up electron gives $|I_2\rangle$, and moving the down electron gives $|I_1\rangle$. From $|B\rangle$ the same two states result. Writing $T$ for the hopping term,

$$T|A\rangle=T|B\rangle=-t\left(|I_1\rangle+|I_2\rangle\right),\qquad T|I_1\rangle=T|I_2\rangle=-t\left(|A\rangle+|B\rangle\right).$$

Now form the combinations

$$|C\rangle=\frac{|A\rangle+|B\rangle}{\sqrt2},\quad |P\rangle=\frac{|I_1\rangle+|I_2\rangle}{\sqrt2},\quad |M\rangle=\frac{|I_1\rangle-|I_2\rangle}{\sqrt2}.$$

Adding the two hopping results gives

$$T|C\rangle=\frac{-2t}{\sqrt2}\left(|I_1\rangle+|I_2\rangle\right)=-2t|P\rangle,\qquad T|P\rangle=-2t|C\rangle,\qquad T|M\rangle=0 .$$

The factor 2 arises because two covalent configurations interfere constructively.

The difference $(|A\rangle-|B\rangle)/\sqrt2$ is annihilated by $T$. It is the triplet state with zero spin projection. The two states with parallel spins cannot hop either, since the Pauli principle blocks the target orbital. All three triplet states therefore have energy 0, and $|M\rangle$ has energy $W$.

## 4. The gain

The remaining states $|C\rangle,|P\rangle$ have the matrix

$$\begin{pmatrix}0&-2t\\-2t&W\end{pmatrix}.$$

Its eigenvalues $\lambda$ obey $(-\lambda)(W-\lambda)-4t^2=0$, or

$$\lambda^2-W\lambda-4t^2=0,\qquad \lambda_\pm=\frac{W\pm S}{2},\quad S=\sqrt{W^2+16t^2}.$$

Since $S>|W|$ for $t\neq0$, the lower root is negative and the upper one exceeds $W$. The ground energy is $E_0=2\varepsilon+\lambda_-$, and

$$\boxed{\Delta=\frac{\sqrt{W^2+16t^2}-W}{2}},\qquad W=U-V .$$

The upper root is $\lambda_+=W+\Delta$. As the triplets lie at 0, $\Delta$ is also the singlet-triplet splitting of the bare dimer. Two electrons brought together in a triplet gain nothing in this model: the gain needs the singlet.

For round parameters take $t=0.30$ eV, $U=2.00$ eV and $V=1.00$ eV. Then $W=1.00$ eV and

$$\Delta=\frac{1.562-1.000}{2}=0.281\ \text{eV}=27.1\ \text{kJ/mol},$$

per pair of one-H dimers converted. Diagonalizing the Hamiltonian in all six states gives levels at $-0.281$, three times $0$, $1.000$ and $1.281$ eV, as derived.

## 5. Limits and the role of correlation

Multiplying numerator and denominator of $\Delta$ by $S+W$ gives

$$\Delta=\frac{S^2-W^2}{2(S+W)}=\frac{8t^2}{S+W}.$$

For $W\to0$, $S\to4t$ and $\Delta\to2t$, the result of the opening case. For $W\gg t$, $S\to W$ and $\Delta\to4t^2/W$. The electrons then stay almost entirely on separate atoms, and the gain comes from brief visits to the ionic states. The example lies between these regimes: the limiting expressions give 0.60 and 0.36 eV, both above 0.28 eV.

The weight $w$ of the ionic part measures those visits. Write the ground state as $a|C\rangle+b|P\rangle$. The first row of the eigenvalue equation is $-2tb=-\Delta a$, so $b/a=\Delta/(2t)$ and

$$w=\frac{b^2}{a^2+b^2}=\frac{\Delta^2}{4t^2+\Delta^2}.$$

Setting $\lambda=-\Delta$ in the quadratic equation gives $4t^2=\Delta^2+W\Delta$. Also $2\Delta+W=S$. Hence

$$w=\frac{\Delta}{2\Delta+W}=\frac{\Delta}{S}=\frac12\left(1-\frac WS\right).$$

Differentiating the boxed result at fixed $t$ gives $d\Delta/dW=\frac12(W/S-1)=-w$. A small rise in $W$ costs energy in proportion to the time spent in ionic states. In the example $w=0.18$.

Compare this with both electrons in the bonding orbital. With $g^\dagger_\sigma=(c^\dagger_{1\sigma}+c^\dagger_{2\sigma})/\sqrt2$,

$$g^\dagger_\uparrow g^\dagger_\downarrow|0\rangle=\tfrac12\left(|I_1\rangle+|A\rangle+|B\rangle+|I_2\rangle\right)=\frac{|C\rangle+|P\rangle}{\sqrt2}.$$

Its energy is $\frac12(0+W)-2t$, where the two off-diagonal elements together contribute $2\cdot\frac12(-2t)$. The corresponding gain is $2t-W/2$. By the variational principle this is a lower bound to $\Delta$. Here it is 0.10 eV, about a third of the full model result, and for $W>4t$ it even has the wrong sign. The fixed ionic weight of one half is the cause: the true ground state lowers that weight to 0.18.

## 6. Does a Si-H bond really remove an orbital?

To examine this assumption, restore the hydrogen orbital $h$ beside its silicon orbital $a$. Give them equal energies, set to zero, and a hopping amplitude $-t_H$ with $t_H\gg t,|W|$. To leading order in $1/t_H$ the repulsion may be dropped in the energy denominators. The bond has a filled bonding orbital $\beta=(h+a)/\sqrt2$ at $-t_H$ and an empty antibonding orbital $\alpha=(a-h)/\sqrt2$ at $+t_H$, so that $a=(\beta+\alpha)/\sqrt2$.

**One-H dimer.** The dangling orbital $b$ couples to $\beta$ and to $\alpha$ with amplitude $-t/\sqrt2$ each. Let its electron have spin up. Two virtual moves are allowed: the down electron of $\beta$ enters $b$, or the up electron of $b$ enters $\alpha$. Each costs $t_H$, so the second-order energy is

$$-2\,\frac{(t/\sqrt2)^2}{t_H}=-\frac{t^2}{t_H}.$$

**Two-H dimer.** The coupling between any orbital of one bond and any orbital of the other is $-t/2$. Moves between the two filled orbitals are blocked. An electron can go from a bonding orbital to the antibonding orbital of the other bond, in two directions and with two spins, at a cost $2t_H$:

$$-4\,\frac{(t/2)^2}{2t_H}=-\frac{t^2}{2t_H}.$$

The initial state contains two one-H dimers and the final state one two-H dimer. The gain becomes

$$\Delta_H\simeq\Delta-\frac{2t^2}{t_H}+\frac{t^2}{2t_H}=\Delta-\frac{3t^2}{2t_H}.$$

For $t_H=3.0$ eV the correction is $-1.5\times0.09/3.0=-0.045$ eV. Diagonalization with the hydrogen orbitals included, and with on-site repulsion $W$ on every site, gives $-0.036$ eV and a gain of 0.245 eV. The difference between the two corrections comes from higher orders in $1/t_H$. With an on-site repulsion of 1 eV and no other repulsion, removing the bonded orbital thus overestimates the gain by about 0.04 eV. A repulsion $V$ between the two silicon atoms, kept explicitly, also correlates the charge fluctuations of the two Si-H bonds. For very large $t_H$ this adds $V^2/(16t_H)$ to the gain, but at $t_H=3$ eV higher orders matter. Diagonalization with $U=2$ eV on every site and $V=1$ eV between the silicon atoms gives a gain of 0.258 eV, so the overestimate is then about 0.02 eV. These sizes hold for equal hydrogen and silicon levels, that is, a nonpolar bond. In the same model with the hydrogen level 2 eV below the silicon level, and the same $U$, $V$ and $t_H$, the overestimate grows to about 0.08 eV.

## 7. Buckling

A real bare dimer can tilt, which makes its two atoms inequivalent. Add $\delta(n_1-n_2)$ to $H$. This term vanishes in the covalent states and equals $\pm2\delta$ in $|I_1\rangle$ and $|I_2\rangle$, so it turns $|P\rangle$ into $2\delta|M\rangle$. The ground state has amplitude of magnitude $\sqrt w$ in $|P\rangle$ and lies $W+\Delta$ below $|M\rangle$. For small $\delta$ the bare dimer is therefore lowered by

$$\frac{(2\delta)^2w}{W+\Delta}=\frac{4\delta^2w}{W+\Delta}.$$

At $\delta=0.25$ eV this is $4\times0.0625\times0.180/1.281=0.035$ eV, and diagonalization gives 0.038 eV. At $\delta=0.50$ eV the values are 0.14 and 0.18 eV: the small-$\delta$ formula is then too low by somewhat more than a fifth of the diagonalized value.

These are electronic lowerings at a fixed tilt. The elastic cost of that tilt must be subtracted, so each diagonalized value is an upper bound to the net stabilization at its own $\delta$. Stabilizing the bare dimer raises the pairing gain; relaxation of the one-H dimers, which is not modelled here, would lower it.

## 8. Pairing at finite temperature

Suppose that hydrogen can move between dimers and reach equilibrium, but does not leave the surface. Let $\theta_0,\theta_1,\theta_2$ be the fractions of dimers with zero, one and two hydrogen atoms. Energies linear in the number of hydrogen atoms can be absorbed into a fugacity $y$. The statistical weights are then $Z_0$, $4y$ and $y^2$. The factor 4 counts two positions of the hydrogen atom and two spins of the dangling electron. From the six levels found above,

$$Z_0=e^{\Delta/kT}+3+e^{-W/kT}+e^{-(W+\Delta)/kT}.$$

The fugacity cancels in the equilibrium constant:

$$K=\frac{\theta_0\theta_2}{\theta_1^2}=\frac{Z_0y^2}{(4y)^2}=\frac{Z_0}{16}.$$

When half of the silicon atoms carry hydrogen, $\theta_0=\theta_2=(1-\theta_1)/2$. Then $\sqrt K=(1-\theta_1)/(2\theta_1)$, which gives

$$\theta_1=\frac{1}{1+2\sqrt K}.$$

Random occupation has fractions $\frac14,\frac12,\frac14$, hence $K=\frac14$ and $\theta_1=\frac12$.

At 650 K, $kT=0.056$ eV and $\Delta/kT=5.02$. The sum is $Z_0=154$, so $K=154/16=9.6$ and $\theta_1=0.14$. Bare and two-H dimers each make up 0.43 of the surface. Pairing is strong, but about one dimer in seven still carries a single hydrogen atom.

If measured populations were fitted to $K=\frac14e^{E/kT}$, the fitted energy would be

$$E=kT\ln(4K)=kT\ln\frac{Z_0}{4}=0.20\ \text{eV},$$

which is 0.08 eV below $\Delta$. When the singlet dominates $Z_0$, $E\simeq\Delta-kT\ln4$. Two separate unpaired spins have four states and the singlet has one; pairing gives up that entropy. A pairing energy taken from populations in this way is therefore a difference of electronic free energies, with the spin entropy included, and not $\Delta$ itself. This applies to a fit with the prefactor fixed at $\frac14$. The slope of $\ln K$ against $1/kT$, with a free prefactor, leaves the entropy out and gives 0.28 eV near 650 K, close to $\Delta$.

## 9. The model beside the real surface

The geometry is roughly that of Si(100)-2×1: a dimer length of 0.23 nm and a dimer spacing of 0.38 nm along a row. The pairing energy of hydrogen on this surface is roughly a few tenths of an eV, the range in which the example falls. That agreement does not validate the parameters, which are round effective values. Surfaces fresh from a wet HF etch also carry silicon atoms with two hydrogen atoms each; the model applies to regions with the dimer structure and at most one hydrogen atom per silicon atom.

The size of $V$ can be judged from a point-charge estimate in Gaussian form, $V\simeq e^2/(\epsilon_sd)$. At a flat surface $\epsilon_s$ is the mean of the bulk and vacuum values, about $(12+1)/2=6.5$. This gives about 1 eV on the dimer, but continuum screening is doubtful at such a short distance. The value of $U$ is also uncertain: relaxation of the surroundings of a charged dangling bond lowers its energy and so reduces the effective repulsion, which may lie well below 2 eV. The difference $W$ inherits both uncertainties. At fixed $t=0.3$ eV, $W=0.5$ eV gives a gain of 0.40 eV and $W=1.5$ eV gives 0.21 eV. If $U$ falls to $V$ or below, $W\le0$ and the gain reaches or exceeds $2t$: 0.60 eV at $W=0$ and 0.90 eV at $W=-0.5$ eV. At fixed $W=1$ eV, $t=0.2$ and $0.4$ eV give 0.14 and 0.44 eV.

Neighbouring dimers also interact. If two one-H dimers are adjacent in a row with their dangling orbitals on the same side, the boxed formula applies to that pair, with its own hopping and repulsion. Taking a hopping of 0.10 eV and $V\simeq0.6$ eV at the larger distance lowers the initial state by 0.028 eV, and the gain falls by that amount. The hopping is a round guess, and the lowering grows roughly as its square: 0.20 eV gives 0.11 eV. Coupling between adjacent bare dimers lowers the final state and so works in the opposite direction; it is not included in this estimate.

The assumption most clearly broken on the real surface is the symmetric bare dimer, since real bare dimers buckle. At $\delta=0.50$ eV the electronic effect, before elastic cost, is up to 0.18 eV, larger than the other two corrections estimated here. Direct repulsion between the hydrogen atoms of a two-H dimer would reduce the gain and has not been sized.

Doping can break neutrality. An isolated dangling orbital takes a second electron when the Fermi level $\mu$ exceeds $\varepsilon+U$, and loses its electron when $\mu<\varepsilon$. For $U=2$ eV this window is wider than the silicon band gap of about 1.1 eV, so a Fermi level inside the gap can leave it on one side at most; a smaller effective $U$ makes charging easier. If $\mu$ lies a distance $x$ outside this window, each one-H dimer is lowered by $x$. The bare dimer can be charged too. With three electrons its lowest energy is $3\varepsilon+U-t$, and with one electron it is $\varepsilon-t$. Compared with the neutral energy $2\varepsilon-\Delta$, it therefore takes an electron when $\mu>\varepsilon+U+\Delta-t$ and loses one when $\mu<\varepsilon+t-\Delta$. If it stays neutral, which requires $x<\Delta-t$, the gain falls by $2x$. In the example $\Delta$ is slightly smaller than $t$, so the bare dimer is already charged when $\mu$ leaves the window. It is then lowered by $x+t-\Delta$, and the gain becomes $\Delta-2x+(x+t-\Delta)=t-x$, as long as the bare dimer carries only one extra charge. The boxed result is thus the electronic pairing energy of neutral, symmetric dimers. The main values are collected in the numerical output below.

## Computed results

```
hopping t = 0.30 eV
on-site repulsion U = 2.00 eV
intersite repulsion V = 1.00 eV
effective repulsion W = 1.00 eV
square root sqrt(W^2+16t^2) = 1.5620 eV
bare-dimer levels (eV, from 2 eps): -0.2810 0.0000 0.0000 0.0000 1.0000 1.2810
energy gain = 0.2810 eV
energy gain = 27.11 kJ/mol
limit 2t = 0.600 eV
limit 4t^2/W = 0.360 eV
gain, filled bonding orbital = 0.100 eV
ionic weight = 0.1799
gain at t=0.2 eV, W=1.0 eV: 0.140 eV
gain at t=0.4 eV, W=1.0 eV: 0.443 eV
gain at t=0.3 eV, W=0.5 eV: 0.400 eV
gain at t=0.3 eV, W=1.5 eV: 0.210 eV
dimer length = 0.23 nm
bulk dielectric constant = 11.7
surface dielectric constant = 6.35
point-charge V on dimer = 0.99 eV
Si-H hopping t_h = 3.0 eV
gain with explicit H orbitals = 0.2448 eV
change from explicit H = -0.0362 eV
leading estimate -3t^2/(2t_h) = -0.0450 eV
buckling delta=0.25 eV: electronic lowering 0.0378 eV
  small-delta estimate 0.0351 eV
buckling delta=0.50 eV: electronic lowering 0.1814 eV
  small-delta estimate 0.1404 eV
dimer spacing along row = 0.384 nm
point-charge V along row = 0.59 eV
hopping along row = 0.10 eV
lowering of neighbouring one-H pair = 0.0278 eV
temperature = 650 K
kT = 0.0560 eV
gain/kT = 5.017
bare-dimer sum Z0 = 154.0
equilibrium constant K = 9.62
one-H dimer fraction, half coverage = 0.139
bare dimer fraction = 0.431
two-H dimer fraction = 0.431
one-H fraction, random = 0.500
apparent pairing energy kT ln(4K) = 0.2045 eV
spin-entropy reduction = 0.0765 eV
```
